\section*{Kinks in the Continuum SSH Model: Self-Consistency, Energy, Charge and Spin}

\section*{The problem}

A chain of atoms with spacing $a$ has one electron per site. Electrons hop between neighbours, and the hopping depends on the bond length. The chain can lower its energy by making its bonds alternately long and short, and there are two equivalent patterns. We study a static wall, or kink, between them.

The Su-Schrieffer-Heeger (SSH) model on a ring of $N$ sites, with $N$ a multiple of four, has the energy
\begin{equation}
H=-\sum_{n,s}t_n\left(c^\dagger_{n+1,s}c_{n,s}+\text{h.c.}\right)+\kappa\sum_n\Delta_n^2,
\qquad t_n=t_0-(-1)^n\frac{\Delta_n}{2}.
\label{ssh}
\end{equation}
Here $s$ is the spin and $\Delta_n$ is an energy that measures the alternation. The change of each bond length is proportional to $(-1)^n\Delta_n$, so harmonic bonds give the $\kappa$ term. A linear elastic term would multiply the total length, which is held fixed. The lattice is classical and at rest, the temperature is zero, and Coulomb repulsion is left out. Energies are measured from the middle of the gap, where the chemical potential lies. The electron charge is $-e$.

\section*{(a) The continuum equations}

\textbf{Question.} Let $\Delta_n$ vary slowly, with $|\Delta_n|\ll t_0$. Find the equations for electron states near the middle of the band.

\textbf{Solution.} An orbital $\psi_n$ of energy $E$ obeys
$E\psi_n=-t_n\psi_{n+1}-t_{n-1}\psi_{n-1}$. For $\Delta=0$, states at $E=0$ change sign every two sites. We take out this factor:
\begin{equation}
\psi_{2m}=(-1)^m\sqrt{2a}\,u(x),\qquad
\psi_{2m+1}=(-1)^m\sqrt{2a}\,w(x),
\end{equation}
with $x=na$ the position of the site. Each sublattice has spacing $2a$, so $\sum_n|\psi_n|^2=\int(|u|^2+|w|^2)\,dx$.

On an even site, $t_{2m}=t_0-\Delta/2$ and $t_{2m-1}=t_0+\Delta/2$. Moreover $\psi_{2m-1}$ carries $(-1)^{m-1}=-(-1)^m$. Hence
\begin{align}
Eu(x)&=-\left(t_0-\tfrac{\Delta}{2}\right)w(x+a)+\left(t_0+\tfrac{\Delta}{2}\right)w(x-a)\nonumber\\
&\simeq-2t_0a\,w'(x)+\Delta(x)w(x).
\end{align}
On an odd site, $\psi_{2m+2}$ carries the extra minus sign, and
\begin{align}
Ew(x)&=\left(t_0+\tfrac{\Delta}{2}\right)u(x+a)-\left(t_0-\tfrac{\Delta}{2}\right)u(x-a)\nonumber\\
&\simeq 2t_0a\,u'(x)+\Delta(x)u(x).
\end{align}
With $\hbar v=2t_0a$,
\begin{equation}
Eu=(-\hbar v\,\partial_x+\Delta)w,\qquad Ew=(\hbar v\,\partial_x+\Delta)u .
\label{dirac}
\end{equation}
In matrix form the Hamiltonian is $-i\hbar v\sigma_2\partial_x+\Delta(x)\sigma_1$. A constant rotation about the first axis turns $\sigma_2$ into $\sigma_3$ and gives the usual Takayama-Lin-Liu-Maki form. Changing the sign of $w$ changes the sign of $E$, so levels come in pairs $\pm E$.

The elastic energy becomes an integral, in which we define a dimensionless coupling $\lambda$:
\begin{equation}
\frac{\kappa}{a}\int\Delta^2dx=\frac{1}{\pi\hbar v\lambda}\int\Delta^2dx,
\qquad \frac1\lambda=\frac{\pi\hbar v\kappa}{a}=2\pi t_0\kappa .
\label{elastic}
\end{equation}

\section*{(b) Stationarity and the uniform chain}

\textbf{Question.} What condition makes the energy stationary under changes of $\Delta(x)$? Solve it for a uniform $\Delta_0>0$.

\textbf{Solution.} At fixed occupation, first-order perturbation theory gives the change of a level:
$\delta E=\int\delta\Delta\,(u^*w+w^*u)\,dx=\int\delta\Delta\,2\,\mathrm{Re}(u^*w)\,dx$.
Adding the variation of the elastic energy, we obtain
\begin{equation}
\frac{2\Delta(x)}{\pi\hbar v\lambda}+\sum_{\rm occ}2\,\mathrm{Re}(u^*w)=0,
\label{sc}
\end{equation}
where the sum includes spin. This is the self-consistency condition: the electrons must demand the same $\Delta(x)$ in which they move.

For uniform $\Delta_0$, take $w=e^{ikx}/\sqrt{2L}$ on a ring of length $L$. Equation (\ref{dirac}) gives $u=(\Delta_0-i\hbar vk)w/E$, with $E=\pm E_k$ and $E_k=\sqrt{(\hbar vk)^2+\Delta_0^2}$. Then $|u|=|w|$ and $2\,\mathrm{Re}(u^*w)=\Delta_0/(EL)$. The filled valence band has $E=-E_k$ and two spins, so (\ref{sc}) becomes
\begin{equation}
\Delta_0\left[\frac{2}{\pi\hbar v\lambda}-2\int\frac{dk}{2\pi}\frac{1}{E_k}\right]=0 .
\label{gap}
\end{equation}
The integral diverges logarithmically and needs a cutoff $|\hbar vk|<W$, which stands for the finite band of the lattice. Multiplying the bracket by $\pi\hbar v/2$ and writing $\varepsilon=\hbar vk$,
\begin{equation}
\frac1\lambda=\frac{\hbar v}{2}\int\frac{dk}{E_k}
=\int_0^W\frac{d\varepsilon}{\sqrt{\varepsilon^2+\Delta_0^2}}
=\operatorname{arsinh}\frac{W}{\Delta_0}.
\label{lambda}
\end{equation}
The gap is $2\Delta_0$. The solution $-\Delta_0$ has the same energy, since shifting the chain by one site reverses the sign of $\Delta$. From here on $W\gg\Delta_0$, which is the weak-coupling regime.

\section*{(c) Electron states in a kink}

\textbf{Question.} Let $\Delta(x)=\Delta_0\tanh(x/\xi)$ with $\xi=\hbar v/\Delta_0$. Find all electron states.

\textbf{Solution.} Multiply the second equation in (\ref{dirac}) by $E$ and insert the first:
\begin{align}
E^2w&=(\hbar v\partial_x+\Delta)(-\hbar v\partial_x+\Delta)w\nonumber\\
&=-\hbar^2v^2w''+\left(\Delta^2+\hbar v\Delta'\right)w .
\label{square}
\end{align}
The terms $\pm\hbar v\Delta w'$ have cancelled. Since $\hbar v\Delta'=(\hbar v\Delta_0/\xi)\,\mathrm{sech}^2(x/\xi)=\Delta_0^2\,\mathrm{sech}^2(x/\xi)$, the bracket is $\Delta_0^2(\tanh^2+\mathrm{sech}^2)=\Delta_0^2$. The component $w$ therefore moves freely. This is the reason for choosing $\xi=\hbar v/\Delta_0$.

For $E\ne0$, $w$ determines $u$ through (\ref{dirac}). The continuum states are
\begin{equation}
w=\frac{e^{ikx}}{\sqrt2},\qquad
u=\frac{\Delta(x)-i\hbar vk}{\sqrt2\,E}\,e^{ikx},\qquad E=\pm E_k .
\label{cont}
\end{equation}
Far from the kink $|u|^2+|w|^2=1$, so these states are to be summed with $dk/2\pi$. For $0<|E|<\Delta_0$ the free equation has solutions that grow exponentially on at least one side, so no bound state lies there.

At $E=0$ the equations separate. From $\hbar vw'=\Delta w$ we get $w\propto\cosh(x/\xi)$, which cannot be normalized, so $w=0$. From $\hbar vu'=-\Delta u$ we get
\begin{equation}
u_0(x)=\frac{1}{\sqrt{2\xi}}\,\mathrm{sech}\frac{x}{\xi},\qquad w_0=0,
\label{zero}
\end{equation}
where $\int\mathrm{sech}^2(x/\xi)\,dx=2\xi$ fixes the norm. There is one midgap level per spin, and it lives on the even sites.

\section*{(d) Self-consistency}

\textbf{Question.} Does the kink satisfy (\ref{sc}), and does the answer depend on the number $n_0=0,1,2$ of electrons in the midgap level?

\textbf{Solution.} For a continuum state, (\ref{cont}) gives
\begin{equation}
2\,\mathrm{Re}(u^*w)=2\cdot\frac12\,\mathrm{Re}\,\frac{\Delta(x)+i\hbar vk}{E}=\frac{\Delta(x)}{E}.
\end{equation}
The valence band again has $E=-E_k$, and the left side of (\ref{sc}) is
\begin{equation}
\Delta(x)\left[\frac{2}{\pi\hbar v\lambda}-2\int\frac{dk}{2\pi}\frac1{E_k}\right].
\end{equation}
The bracket is the one in (\ref{gap}) and vanishes, so the condition holds at every $x$. The midgap level contributes $2\,\mathrm{Re}(u_0^*w_0)=0$, because $w_0=0$. The same profile is therefore self-consistent for all three occupations.

This shows that the energy is stationary, not that it is a minimum. The numerical check on the SSH lattice with $\Delta_0/t_0=0.1$ tests stationarity, and tests minimality only against changes of width. The dimerization demanded by the electrons, averaged over neighbouring bonds so that only its slowly varying part remains, differs from the profile by at most $8\times10^{-4}\Delta_0$. For a kink of width $1.5\,\xi$ the largest averaged difference is $3.2\times10^{-2}\Delta_0$. Without the averaging, and at fixed total length, the difference for width $\xi$ reaches $1.5\times10^{-2}\Delta_0$. This extra part alternates from bond to bond in $\Delta_n$, so it is a smooth change of bond length near the wall, which the continuum equations leave out. Relaxing all bonds at fixed length lowers the kink energy by only 0.05\%. Among the widths $0.7\,\xi$, $\xi$ and $1.4\,\xi$, the energy is lowest for $\xi$.

\section*{(e) Counting the levels}

\textbf{Question.} On a ring, $\Delta$ must return to its initial value, so a kink needs an antikink. Place the two far apart and find the levels.

\textbf{Solution.} Let $\Delta=-\Delta_0$ outside the pair and $+\Delta_0$ inside. With $\varepsilon=\hbar vk$, the kink takes the spinor $(u,w)$ of a wave $e^{ikx}$ from
\begin{equation}
\left(\frac{-\Delta_0-i\varepsilon}{E},\,1\right)\quad\text{to}\quad
\left(\frac{\Delta_0-i\varepsilon}{E},\,1\right).
\end{equation}
At the antikink $\Delta'$ has the opposite sign, so $u$ is now the free component: $u=Ce^{ikx}$ and $w=C(\Delta+i\varepsilon)e^{ikx}/E$. Matching on its left side, where $\Delta=\Delta_0$, gives $C=(\Delta_0-i\varepsilon)/E$. The lower component then agrees, because $(\Delta_0-i\varepsilon)(\Delta_0+i\varepsilon)=E^2$. On the right side the spinor is $C\,(1,(-\Delta_0+i\varepsilon)/E)$. Its ratio to the incoming spinor is
\begin{equation}
e^{i\delta}=\frac{C}{(-\Delta_0-i\varepsilon)/E}=-\frac{\Delta_0-i\varepsilon}{\Delta_0+i\varepsilon},
\qquad \delta(k)=2\arctan\frac{\Delta_0}{\hbar vk}.
\label{phase}
\end{equation}
Nothing is reflected. The phase is odd in $k$, tends to zero for large $|k|$ and jumps from $-\pi$ to $\pi$ at $k=0$. Periodicity requires
\begin{equation}
kL+\delta(k)=2\pi n .
\label{levels}
\end{equation}
Adding $2\pi$ to $\delta$ would only relabel the levels. With the branch chosen here, deep levels carry the same $n$ as the levels $q_n=2\pi n/L$ of the uniform ring, from which they differ little.

For $L>2\xi$ the left side of (\ref{levels}) increases with $k$ on each side of zero. It covers $(\pi,\infty)$ for $k>0$ and $(-\infty,-\pi)$ for $k<0$. Each $n\neq0$ thus has one solution, and $n=0$ has none. At $k=0$ itself $e^{i\delta}=-1$, which is not periodic. Each band therefore loses one level per spin, and the two midgap levels, one at each wall, replace them.

\section*{(f) The energy of a kink}

\textbf{Question.} How much energy does one kink cost?

\textbf{Solution.} The lattice has a fixed number of orbitals, so levels must be compared at equal $n$. The valence level $n=0$ at $-\Delta_0$ has gone to zero energy, which costs $\Delta_0$. The others have moved from $q_n$ to $k_n\simeq q_n-\delta(q_n)/L$. Per spin, the electronic energy changes by
\begin{align}
\delta E_{\rm el}&=\Delta_0-\sum_{n\ne0}\left[E_{k_n}-E_{q_n}\right]
\simeq\Delta_0+\frac1L\sum_{n\neq0}\delta(q_n)\frac{dE_q}{dq}\bigg|_{q_n}\nonumber\\
&\to\Delta_0+\frac1\pi\int_0^W\delta\,\frac{dE}{d\varepsilon}\,d\varepsilon ,
\end{align}
where positive and negative $k$ contribute equally. We integrate by parts with $d\delta/d\varepsilon=-2\Delta_0/(\varepsilon^2+\Delta_0^2)$:
\begin{align}
\int_0^W\delta\,\frac{dE}{d\varepsilon}\,d\varepsilon
&=\delta(W)E(W)-\pi\Delta_0+2\Delta_0\int_0^W\frac{d\varepsilon}{\sqrt{\varepsilon^2+\Delta_0^2}}\nonumber\\
&=2\Delta_0-\pi\Delta_0+\frac{2\Delta_0}{\lambda}.
\label{parts}
\end{align}
For $W\gg\Delta_0$ we used $\delta(W)E(W)\simeq(2\Delta_0/W)W=2\Delta_0$; the last term follows from (\ref{lambda}). After division by $\pi$, the term $-\pi\Delta_0$ cancels the separate $\Delta_0$, and
\begin{equation}
\delta E_{\rm el}=\frac{2\Delta_0}{\pi}\left(1+\frac1\lambda\right)\quad\text{per spin}.
\end{equation}

The elastic energy falls, because $\Delta^2-\Delta_0^2=-\Delta_0^2\,\mathrm{sech}^2$ near each wall. For two walls the change is
\begin{equation}
\delta E_{\rm lat}=-\frac{2\cdot2\xi\Delta_0^2}{\pi\hbar v\lambda}=-\frac{4\Delta_0}{\pi\lambda}.
\end{equation}
The pair costs $2\,\delta E_{\rm el}+\delta E_{\rm lat}=4\Delta_0/\pi$, and the coupling has dropped out except through $\Delta_0$. A shift by one site turns a kink into an antikink, so the two energies are equal:
\begin{equation}
\boxed{E_{\rm kink}=\frac{2\Delta_0}{\pi}}
\label{energy}
\end{equation}
The midgap level lies at zero, the chemical potential, so this cost is the same for $n_0=0,1,2$.

The result comes from the boundary term $\delta(W)E(W)$. Suppose one compared instead all levels below a fixed momentum. The density of levels changes by $\delta'(k)/2\pi$, and the valence energy per spin by
\begin{equation}
-\int\frac{dk}{2\pi}\,\delta'(k)E_k=\frac{2\Delta_0}{\pi}\int_0^W\frac{d\varepsilon}{E}=\frac{2\Delta_0}{\pi\lambda}.
\end{equation}
For two spins this cancels the elastic term, and the kink would seem to cost nothing. The comparison is faulty: within the cutoff the valence band has lost $(2/\pi)\arctan(W/\Delta_0)\simeq1-2\Delta_0/(\pi W)$ levels per spin instead of one. The missing fraction is small, but it sits at depth $W$ and contributes the finite energy $2\Delta_0/\pi$ per spin.

The SSH lattice needs no such choice. With the $\tanh$ profile imposed and not relaxed further, it gives a kink energy that differs from (\ref{energy}) by 2.4\% of that value at $\Delta_0/t_0=0.4$ and by 0.08\% at $\Delta_0/t_0=0.05$.

\section*{(g) Charge and spin}

\textbf{Question.} Find the charge and spin of the kink for each $n_0$.

\textbf{Solution.} From (\ref{cont}), the density of one valence state is
\begin{equation}
|u|^2+|w|^2=\frac12\left[\frac{\Delta^2(x)+\varepsilon^2}{E_k^2}+1\right]
=1-\frac{\Delta_0^2}{2E_k^2}\,\mathrm{sech}^2\frac x\xi .
\end{equation}
Relative to the uniform chain, the valence density per spin changes by
\begin{equation}
-\frac{\Delta_0^2}{2}\,\mathrm{sech}^2\frac x\xi\int\frac{dk}{2\pi}\frac{1}{(\hbar vk)^2+\Delta_0^2}
=-\frac{1}{4\xi}\,\mathrm{sech}^2\frac x\xi ,
\end{equation}
because the integral equals $1/(2\hbar v\Delta_0)$ and $\Delta_0/\hbar v=1/\xi$. The integral converges, so we have extended it to infinity. Cut off at $W$, it would be smaller by the fraction $2\Delta_0/(\pi W)$, about 4\% for the numbers of part (h). On the lattice, where all levels are counted, the valence band loses one electron per wall, both spins together, to within $10^{-5}$ at $\Delta_0/t_0=0.1$. The loss integrates to half an electron per spin. Two spins lose one electron, and the midgap level adds $n_0|u_0|^2$. The charge density, smoothed over neighbouring sites, and the total charge are
\begin{equation}
\rho(x)=\frac{e(1-n_0)}{2\xi}\,\mathrm{sech}^2\frac x\xi,\qquad
\boxed{Q=e(1-n_0)} .
\label{charge}
\end{equation}
The valence band is filled equally for both spins and carries no spin. The spin comes from the midgap level alone:
\begin{center}
\begin{tabular}{ccc}
$n_0$ & charge & spin\\
0 & $+e$ & 0\\
1 & 0 & $1/2$\\
2 & $-e$ & 0
\end{tabular}
\end{center}
An ordinary electron or hole has both charge and spin $1/2$; the kink has one or the other. This does not violate the rules for the whole ring. Walls occur in pairs, and the ring holds $N-2+n_0+n_0'$ electrons, where $n_0'$ belongs to the antikink. On a ring that carries such a pair, with the valence band full and the conduction band empty, an odd number of electrons thus leaves total charge $\pm e$ and total spin $1/2$ on the two walls. If the unpaired electron is localized on one wall, that wall is neutral and the other is charged. Any overlap of the two midgap levels makes the exact eigenstates equal mixtures of the two arrangements, with mean charge $\pm e/2$ on each wall.

\section*{(h) Numbers, and where the result fails}

\textbf{Question.} Take the round model parameters $t_0=2.5$ eV, $\Delta_0=0.25$ eV and $a=0.12$ nm. Find the size and energy of the kink, and compare a pair with an electron and a hole in the uniform chain.

\textbf{Solution.} The velocity parameter is $\hbar v=2(2.5)(0.12)=0.60$ eV\,nm. The length is $\xi=0.60/0.25=2.4$ nm, or 20 sites, so the profile is smooth on the scale of $a$. The energy is
\begin{equation}
E_{\rm kink}=\frac{2(0.25\ \text{eV})}{\pi}=0.159\ \text{eV},
\end{equation}
and diagonalization of the SSH lattice with the unrelaxed $\tanh$ profile gives $0.1587$ eV. The coupling follows from the uniform lattice. With alternating hoppings $t_0\mp\Delta_0/2$ the levels are $\pm E_\theta$, where $E_\theta^2=4t_0^2\cos^2\theta+\Delta_0^2\sin^2\theta$ and $|\theta|<\pi/2$. The energy per site is $\kappa\Delta_0^2-(2/\pi)\int_0^{\pi/2}E_\theta\,d\theta$. Setting its derivative with respect to $\Delta_0$ to zero gives $\kappa=(1/\pi)\int_0^{\pi/2}\sin^2\theta\,d\theta/E_\theta$. Numerical integration gives $\kappa t_0=0.539$, and (\ref{elastic}) then gives $1/\lambda=3.388$, or $\lambda=0.295$. By (\ref{lambda}) it corresponds to $W=0.25\sinh(3.388)=3.70$ eV, well above $\Delta_0$.

A distant pair costs $2(0.159)=0.318$ eV. An electron and a hole in the rigid uniform chain cost $2\Delta_0=0.500$ eV. A pair of walls with charges $+e$ and $-e$ has the same total charge and spin as a spin-singlet electron and hole, and lies $0.182$ eV lower. For a single added electron the comparison is different: it costs $\Delta_0=0.250$ eV in the rigid uniform chain, less than the distant pair. If the lattice relaxes, the electron binds to a dip in $\Delta$ that does not change sign, a polaron, and the cost falls to $0.90\,\Delta_0=0.225$ eV. A pair of walls that holds an odd number of electrons and starts a few $\xi$ apart relaxes into this state.

Several assumptions limit these results. When $\Delta_0$ is not small compared with $t_0$, the wall is only a few sites wide and the continuum equations lose accuracy. When two walls approach within a few $\xi$, their midgap levels mix and split. If the two bond patterns differ in energy by $f$ per unit length, a pair at distance $d$ costs an extra $fd$, and the walls are not free. Coulomb repulsion would distinguish the charged kinks from the neutral one, and quantum motion of the lattice would change the energy. Neither is contained in (\ref{energy}).

\section*{Computed values}
\begin{verbatim}
hopping t0 = 2.50 eV
gap parameter Delta0 = 0.250 eV
site spacing a = 0.120 nm
hbar v = 0.600 eV nm
velocity v = 9.1156e+05 m/s
kink length xi = 2.400 nm = 20.0 sites
elastic constant kappa*t0 = 0.53918 (dimensionless)
coupling lambda = 0.2952, 1/lambda = 3.3878
equivalent cutoff W = 3.696 eV
kink energy 2 Delta0/pi = 0.15915 eV
same, lattice = 0.15874 eV
distant kink pair 4 Delta0/pi = 0.31831 eV
electron plus hole 2 Delta0 = 0.50000 eV
pair phase at k xi=0.3: ODE 2.558679, formula 2.558679 rad
pair phase at k xi=1.0: ODE 1.570796, formula 1.570796 rad
pair phase at k xi=3.0: ODE 0.643501, formula 0.643501 rad
mode sum: ring length = 2000 xi, cutoff = 200 Delta0
mode sum: 1/lambda = 5.99146
mode sum: pair electronic energy = 8.90181 Delta0
mode sum: pair elastic energy = -7.62857 Delta0
mode sum: energy per kink = 0.63662 Delta0
continuum value 2/pi = 0.63662 Delta0
lattice Delta0/t0=0.40: kink energy 0.62120 Delta0, relative error 2.4e-02
lattice Delta0/t0=0.20: kink energy 0.63139 Delta0, relative error 8.2e-03
lattice Delta0/t0=0.10: kink energy 0.63495 Delta0, relative error 2.6e-03
lattice Delta0/t0=0.05: kink energy 0.63611 Delta0, relative error 8.0e-04
lattice width 0.7 xi: kink energy 0.64582 Delta0
lattice width 1.0 xi: kink energy 0.63495 Delta0
lattice width 1.4 xi: kink energy 0.64696 Delta0
ring for densities: 800 sites
midgap levels found: 2
self-consistency residual = 7.98e-04 Delta0
residual for width 1.5 xi = 3.24e-02 Delta0
midgap effect on dimerization = 3.0e-15 Delta0
at x=1.025 xi: demanded 0.77127, tanh 0.77190 Delta0
valence electrons missing at kink = 0.999999
zero-mode weight on even sites = 0.999999
density profile error = 2.6e-03 of peak
n0=0: charge 1.0000 e, spin 0.0000 hbar
n0=1: charge -0.0000 e, spin 0.5000 hbar
n0=2: charge -1.0000 e, spin 0.0000 hbar
\end{verbatim}
